# From phonon populations to diffusion in glass: the Wigner transport equation

## Result

Heat in a weakly damped harmonic solid is carried in two ways: by the populations of the modes and by coherences between pairs of modes. In the relaxation-time approximation the conductivity along one axis is

$$
\kappa=\frac1{\mathcal V}\sum_{q,s,s'}\frac{\omega_s+\omega_{s'}}4\left(\frac{C_s}{\omega_s}+\frac{C_{s'}}{\omega_{s'}}\right)|V_{ss'}|^2\,\frac{\bar\Gamma}{(\omega_s-\omega_{s'})^2+\bar\Gamma^2}.\qquad(1)
$$

Here $\mathcal V$ is the sample volume, $C_s$ the heat capacity of mode $s$ and $\Gamma_s$ the decay rate of its population. $\bar\Gamma=(\Gamma_s+\Gamma_{s'})/2$, and $V$ is the velocity matrix defined below. Two limits follow.

- **Separated modes.** If $\bar\Gamma\ll|\omega_s-\omega_{s'}|$ for all pairs coupled by $V$, then $\kappa\to\mathcal V^{-1}\sum C_sv_s^2/\Gamma_s$, the Peierls-Boltzmann result with relaxation times.
- **Harmonic glass.** If the size goes to infinity first and $\Gamma$ to zero afterwards, diffusive modes give the Allen-Feldman result $\mathcal V^{-1}\sum C_sD_s$, with $D_s=\pi\sum_{s'}|V_{ss'}|^2\delta(\omega_s-\omega_{s'})$.

The second statement does not cover the longest waves, which need a further source of damping (section 5).

## 1. One atom per cell

Let $u$ be the mass-weighted displacements, $p$ their momenta and $D$ the dynamical matrix, so that $\dot u=p$ and $\dot p=-Du$. Let $D$ be positive (uniform translation removed) and $\Omega=\sqrt D$. Define

$$a=\frac{1}{\sqrt{2\hbar}}\left(D^{1/4}u+iD^{-1/4}p\right).$$

Differentiating,

$$\dot a=\frac{1}{\sqrt{2\hbar}}\left(D^{1/4}p-iD^{3/4}u\right)=-i\Omega a,$$

because $-i\Omega D^{1/4}u=-iD^{3/4}u$ and $-i\Omega\,iD^{-1/4}p=D^{1/4}p$. The energy is $\hbar a^\dagger\Omega a$ plus the zero-point constant: the squares give $\tfrac12(p^2+uDu)$, and the cross terms $\tfrac i2(u\Omega p-p\Omega u)$ give $-\tfrac\hbar2\mathrm{Tr}\,\Omega$ through $[u_i,p_j]=i\hbar\delta_{ij}$.

The matrix $\rho_{ij}=\langle a_j^\dagger a_i\rangle$ therefore obeys $i\dot\rho=[\Omega,\rho]$, and the thermal energy is $\hbar\,\mathrm{Tr}(\Omega\rho)$.

In a crystal use plane waves $e^{iqx_j}$ with $x_j$ the true atomic position. Then $\Omega$ is diagonal in $q$, and the element $N(q,Q)=\langle q+Q/2|\rho|q-Q/2\rangle$ obeys

$$i\,\partial_tN=\Omega(q+\tfrac Q2)N-N\Omega(q-\tfrac Q2).\qquad(2)$$

With one scalar displacement per cell these are numbers, and for small $Q$ the right side is $Q\,v\,N$, with $v=d\omega/dq$. A profile in space is $N(R,q)=\sum_Qe^{iQR}N(q,Q)$, so $Q$ becomes $-i\nabla$ and $\partial_tN+v\nabla N=0$. This is the Boltzmann drift term.

Add the relaxation $-\Gamma(N-\bar n)$, where $\bar n$ is the Bose function at the local temperature. The steady deviation is $-v\,\partial_T\bar n\,\nabla T/\Gamma$. Each mode carries the heat flux $\hbar\omega v$ times this, and $C=\hbar\omega\,\partial_T\bar n$, so $\kappa=\mathcal V^{-1}\sum Cv^2/\Gamma$. There is nothing else, since a single mode at each $q$ has no partner.

## 2. Several atoms per cell

Now $\Omega(q)$ and $N$ are matrices. Put $V=\partial_q\Omega$ and expand (2):

$$\Omega(q+\tfrac Q2)N-N\Omega(q-\tfrac Q2)=[\Omega,N]+\tfrac Q2\{V,N\}+O(Q^2).$$

The anticommutator appears because the second term carries a minus sign and its shift is also negative, so $VN$ and $NV$ add. On an alternating chain the remainder fell by a factor 4.000 when $Q$ was halved. With $Q\to-i\nabla$ and damping added,

$$\partial_tN+i[\Omega,N]+\tfrac12\{V,\nabla N\}=-\tfrac12\{\Gamma,N-\bar n\}.\qquad(3)$$

Here $\Gamma$ is diagonal in the mode basis, so a population decays at $\Gamma_s$ and a coherence at $\bar\Gamma$. This replaces the full collision matrix, and it requires $\Gamma\ll\omega$ and slow variation of $T$.

**Velocity.** Differentiating $\Omega^2=D$ gives $V\Omega+\Omega V=\partial_qD$. Between modes,

$$V_{ss'}=\frac{\langle s|\partial_qD|s'\rangle}{\omega_s+\omega_{s'}}.$$

For $s=s'$ this is $(d\omega_s^2/dq)/2\omega_s=d\omega_s/dq$, the group velocity.

**Flux.** In real space $\Omega(q)$ has elements $\Omega_{ij}e^{-iq(x_i-x_j)}$, so the $q$-derivative is $V=i[\Omega,X]$, with $X$ the position matrix. Take the energy dipole $\tfrac\hbar2\mathrm{Tr}(\{X,\Omega\}\rho)$. From $\dot\rho=-i[\Omega,\rho]$ and the cyclic property of the trace, its rate of change is

$$\tfrac\hbar2\mathrm{Tr}\left(i[\Omega,\{X,\Omega\}]\rho\right)=\tfrac\hbar2\mathrm{Tr}(\{V,\Omega\}\rho).$$

Hence

$$J=\frac\hbar{\mathcal V}\sum_{q,s,s'}\frac{\omega_s+\omega_{s'}}2V_{s's}N_{ss'}.$$

**Steady response.** Local equilibrium is a function of $\Omega$ and commutes with it. To first order in $\nabla T$, the $ss'$ element of (3) reads

$$\left[i(\omega_s-\omega_{s'})+\bar\Gamma\right]N_{ss'}=-\tfrac12V_{ss'}\left(\partial_T\bar n_s+\partial_T\bar n_{s'}\right)\nabla T.$$

Solve for $N_{ss'}$, insert it in $J=-\kappa\nabla T$, and use $V_{s's}V_{ss'}=|V_{ss'}|^2$ and $\hbar\,\partial_T\bar n_s=C_s/\omega_s$. The factor $1/[i(\omega_s-\omega_{s'})+\bar\Gamma]$ has an imaginary part odd under $s\leftrightarrow s'$, while everything else is even. The imaginary part cancels, the real part is the Lorentzian, and (1) results.

As a test, the steady matrix equation was also solved in the atomic basis, without mode indices, for linewidths 0.10 and 0.25 in units of $\omega_0$ (the root of mean spring over mass). The two conductivities agreed to $3\times10^{-10}$.

## 3. Limit of separated modes

For $s=s'$ the prefactor in (1) is $(2\omega/4)(2C/\omega)=C$ and the Lorentzian is $1/\Gamma$, so the diagonal part is $\sum Cv^2/\Gamma$. For a pair with $\Delta=\omega_s-\omega_{s'}$ and $\bar\Gamma\ll|\Delta|$ the Lorentzian is $\bar\Gamma/\Delta^2$. Relative to a population term, a coherence between modes of comparable frequency is then of order $(|V_{ss'}|^2/v^2)(\bar\Gamma/\Delta)^2$. If $\omega_s\ll\omega_{s'}$, the prefactor adds a factor of order $\omega_{s'}/\omega_s$.

Take a chain of equal masses with springs $1+\delta$ and $1-\delta$. For $\delta=0.3$ and $k_BT=\hbar\omega_0$, on a mesh of 24 $q$ points, the full conductivity exceeded the Peierls-Boltzmann sum by a fraction $5.22\times10^{-4}$ at linewidth $0.02\,\omega_0$ and by $1.31\times10^{-4}$ at $0.01\,\omega_0$. Halving $\Gamma$ divides the relative excess by four, as it should. Its size depends on the mesh. As $q\to0$, $|V_{12}|\to\delta/2$ while $C/\omega$ of the acoustic mode grows as $1/q$. In one dimension with constant $\Gamma$ the coherence sum therefore grows as the logarithm of the number of points, by about $2\times10^{-5}$ per decade at linewidth $0.02\,\omega_0$. This growth comes from waves for which $\Gamma\ll\omega$ fails.

The opposite case sits at the zone boundary of the same chain. With the cell length as unit, the off-diagonal element of $D$ is $-(1+\delta)e^{iq/2}-(1-\delta)e^{-iq/2}$. At $q=\pi$ it equals $-2i\delta$, so $\omega^2=2\pm2\delta$, and its derivative is 1. The two group velocities vanish by symmetry, while $|V_{12}|=1/(\omega_1+\omega_2)\approx1/(2\sqrt2)$. That is the velocity of the uniform chain at the same point. For small $\delta$ the coherence thus supplies a fraction

$$\frac{1}{1+(\Delta/\Gamma)^2}$$

of what this pair carries in the uniform chain. At linewidth $0.02\,\omega_0$ the computed fractions were 0.0023, 0.667 and 0.995 for $|\Delta|/\Gamma=21.5$, 0.707 and 0.071. A gap much narrower than the linewidth does not stop heat: the coherence carries what the populations have lost.

## 4. The split depends on the cell, the total does not

Describe a perfect crystal by a large supercell at $q=0$, with real standing waves $\cos kx$ and $\sin kx$. The velocity changes one into the other, so in this pair $V$ has zero diagonal and off-diagonal elements $\pm iv$. The two modes are degenerate, and with equal $\Gamma$ their coherences give $2Cv^2/\Gamma$. Travelling waves $\pm k$ give the same amount as populations. For a $5\times5\times5$ crystal the supercell and primitive-cell sums agreed to rounding. Populations and coherences are therefore distinct mechanisms only once the cell and the basis of degenerate modes are fixed.

This invariance needs the true positions in the Bloch phases. If phases are counted from cell origins, $V$ acquires the extra term $i[\tau,\Omega]$, where $\tau$ holds the atomic offsets within the cell. Its elements $i\tau_{ss'}(\omega_{s'}-\omega_s)$ vanish on the diagonal, so the populations do not notice, but the coherences do. For the uniform chain in a doubled cell, at linewidth $0.3\,\omega_0$, true positions reproduced the primitive-cell value. Cell-origin phases gave 8% too much on a mesh of 24 $q$ points, and the error grows by about 3.5 percentage points for each tenfold refinement, because the spurious element stays finite as the acoustic frequency goes to zero.

## 5. The glass

Let the cell be a large random sample and take $q=0$, which suffices while $\Gamma$ is well above the level spacing. There $D$ is real, its eigenvectors can be taken real, and $\partial_qD=i[D,X]$ is $i$ times a real antisymmetric matrix. Hence $V_{ss}=0$ and all conduction is in the coherences.

The order of limits now decides the answer. In a finite sample without degeneracies every Lorentzian between different modes tends to $\bar\Gamma/\Delta^2\to0$, and the $q=0$ sum vanishes. This is not the conductivity of the sample repeated as a crystal: at other $q$ its modes have group velocities, and their populations conduct in proportion to $1/\Gamma$. In the other order $\Gamma$ stays well above the level spacing, yet well below the frequency range over which the smoothed $|V_{ss'}|^2$ varies. Since $\int\Gamma\,d\Delta/(\Delta^2+\Gamma^2)=\pi$, the Lorentzian acts as $\pi\delta(\Delta)$. The prefactor becomes $C_s$, and

$$\kappa=\frac1{\mathcal V}\sum_sC_sD_s,\qquad D_s=\pi\sum_{s'}|V_{ss'}|^2\delta(\omega_s-\omega_{s'}).\qquad(4)$$

The linewidth has dropped out.

The Allen-Feldman result can also be obtained from the Hardy flux, built from the local energies $\tfrac12p_i^2+\tfrac12u_i(Du)_i$. Its dipole $\tfrac12pXp+\tfrac14u(XD+DX)u$ changes at the rate $\tfrac12p[D,X]u$. Inserting $u_s=\sqrt{\hbar/2\omega_s}\,(a_s+a_s^\dagger)$ and $p_s=-i\sqrt{\hbar\omega_s/2}\,(a_s-a_s^\dagger)$, the coefficient of $a_s^\dagger a_{s'}$ is

$$\frac\hbar4\,\frac{\omega_s+\omega_{s'}}{\sqrt{\omega_s\omega_{s'}}}\,(i[D,X])_{ss'}.$$

The Wigner flux has $\tfrac\hbar2(i[D,X])_{ss'}$, because $\{V,\Omega\}=i[\Omega^2,X]$. The squared elements differ by the factor $1+\Delta^2/(4\omega_s\omega_{s'})$, which is 1 at resonance.

**Why $D_s$ is a diffusivity.** Start a packet $f(\Omega)|i\rangle$ at each site $i$ and let it evolve with $g=f(\Omega)e^{-i\Omega t}$. Since $(X-x_i)g|i\rangle=[X,g]|i\rangle$, the summed square spread is $\sum_{ss'}|[X,g]_{ss'}|^2$. From $V_{ss'}=i\Delta X_{ss'}$ this equals

$$\sum_{ss'}\frac{|V_{ss'}|^2}{\Delta^2}\left[(f_s-f_{s'})^2+2f_sf_{s'}(1-\cos\Delta t)\right].$$

The first part is constant. In the second, $2(1-\cos\Delta t)/\Delta^2$ has area $2\pi t$ and narrows to $2\pi t\,\delta(\Delta)$. Divided by the norm $\sum f_s^2$, the spread grows as $2Dt$, with $D$ the average of $D_s$ weighted by $f_s^2$.

This was tested on a scalar lattice of $28\times7\times7$ sites with springs drawn uniformly between 0.1 and 1.9 of their mean, for packets centred at $2.4\,\omega_0$. With $a$ the site spacing, the spread rose from $4.64a^2$ at $t=10/\omega_0$ to $15.05a^2$ at $30/\omega_0$, so $D=10.41/(2\times20)=0.26\,a^2\omega_0$. The coherence sum gave 0.243 at linewidth $0.02\,\omega_0$ and 0.245 at $0.04\,\omega_0$. The 7% difference lies within the 12% allowed for finite size, time and linewidth; their shares were not separated.

**Where (4) fails.** A long wave feels random springs through its strain. The matrix element of the disorder in $D$ scales as $kk'$. Divided by $2\omega$ to give a frequency, it scales as $\omega$. By the golden rule its square times the density of states, $\omega^2\cdot\omega^2$, gives a scattering rate $\propto\omega^4$. Then $D_s\propto v^2/\omega^4$, and $\int\omega^2\omega^{-4}d\omega$ diverges at low frequency in three dimensions. A finite $\kappa$ needs another source of damping there.

## 6. A dense interlayer dielectric

Take a random cube of $11^3=1331$ sites with the same spring distribution. Each scalar mode is counted three times for polarization. Rough parameters for a silica-like film are $a=0.25$ nm, $\hbar\omega_0=15$ meV and a uniform linewidth $\hbar\Gamma=1.5$ meV (lifetime 0.44 ps), at 105 °C.

First, the glass limit. Modes above $2\omega_0$ are 70% of the total. At linewidth $0.02\,\omega_0$, about twelve level spacings, they give 0.459 W/(m K) from (1) and 0.462 W/(m K) from an Allen-Feldman sum with Hardy flux and a Gaussian delta function. At $10^{-7}\omega_0$ the same modes give $10^{-4}$ W/(m K), which is the wrong order of limits at work.

At other linewidths, with all else fixed:

| $\hbar\Gamma$ (meV) | below $2\omega_0$ | above $2\omega_0$ | total, W/(m K) |
|---|---|---|---|
| 0.75 | 1.04 | 0.46 | 1.50 |
| 1.5 | 0.74 | 0.44 | 1.18 |
| 3.0 | 0.49 | 0.40 | 0.90 |

At 3.0 meV the linewidth is 0.38 of the lowest mode frequency, so the condition $\Gamma\ll\omega$ is met only roughly for the longest waves in that row. A fourfold increase of $\Gamma$ lowers the upper part by 13% and the lower part by 53%. Undisturbed waves would have lost 75%, so the lower modes lie between the two limits. They are 30% of the modes but carry 62% of the heat at 1.5 meV. The total is therefore not a pure Allen-Feldman conductivity, although at $q=0$ all of it is formally coherence.

In units, $3k_B\omega_0/a=3.78$ W/(m K). The ratio $1.18/3.78=0.31$ is the mean of $C_sD_s$ in units of $k_Ba^2\omega_0$. With 0.90 $k_B$ per mode and $a^2\omega_0=1.42$ mm²/s, the mean diffusivity is $0.35\times1.42\approx0.5$ mm²/s. The three axes gave 1.13, 1.23 and 1.17 W/(m K), which shows the scatter of one sample.

**Line heating.** A copper-like line 100 nm high, of resistivity 3 µΩ cm, carries 5 MA/cm² above 500 nm of this film. For heat flowing straight down,

$$j^2\rho h=(5\times10^{10})^2(3\times10^{-8})(10^{-7})=7.5\times10^6\ \mathrm{W/m^2},$$

$$\delta T=\frac{7.5\times10^6\times5\times10^{-7}}{1.18}=3.2\ \mathrm K.$$

At fixed current, with electromigration lifetime proportional to $\exp(E_a/k_BT)$ and $E_a=0.9$ eV, this rise multiplies the lifetime by 0.79. These figures hold for a line much wider than the film is thick. For an isolated line only 100 nm wide, sideways spreading cuts the temperature rise to roughly a fifth if the line lies on top of the film, and to roughly a tenth if the same dielectric also surrounds its sides and top.

**Beside the real material.** Dense silica glass conducts roughly 1.3 W/(m K) near room temperature. The model's 1.2, at 105 °C, is comparable but is not a prediction. It rests on the chosen linewidth and on one sound speed, about 5.4 km/s, for all three polarizations. Transverse waves in silica are slower, which would lower the model's value. The model also assumes full density, which a porous film does not have. For 25% of insulating spherical pores, Maxwell's factor $(1-p)/(1+p/2)=0.67$ lowers $\kappa$ to 0.79 W/(m K), raises $\delta T$ to 4.8 K and lowers the lifetime factor to 0.71. The model band ends near 57 meV, whereas silica also has stiff bond vibrations near 130 meV, whose heat capacity here is 0.31 $k_B$. If a third of the modes, drawn evenly from the spectrum, were of that kind with unchanged diffusivity, $\kappa$ would fall by about 22%; if they replaced the highest third, by about 8%. The longest waves are left out. Count them as a sphere around $q=0$ that holds one mode per polarization, with damping that falls as $\omega^2$. Their share is then about 0.025 W/(m K) if the fall begins at the edge of this sphere, and about 0.07 W/(m K) if it begins at the longest wave that fits the box. One interface of 100 MW/(m² K), a rough value, adds 2.4% to the film's thermal resistance. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
Window diffusivity, coherence sum, linewidth 0.02: 0.2425 a^2 w0
Window diffusivity, coherence sum, linewidth 0.04: 0.2448 a^2 w0
Window diffusivity from real-time spreading: 0.2604 a^2 w0
Mean square spread at t=10/w0 and 30/w0: 4.64, 15.05 a^2
Upper part, Wigner sum, linewidth 0.02 w0: 0.459 W/(m K)
Upper part, Allen-Feldman sum: 0.462 W/(m K)
Gradient error ratio when Q is halved: 4.000
Mode formula / Liouville solution - 1: 2.6e-10
Excess over Peierls-Boltzmann, linewidth 0.02 w0: 5.223e-04
Excess over Peierls-Boltzmann, linewidth 0.01 w0: 1.307e-04
Doubled cell / primitive cell - 1: -8.4e-10
Same with cell-origin phases, linewidth 0.3 w0: 8.15 %
Gap/linewidth 21.462: coherence / unfolded conduction 0.0023
Gap/linewidth 0.707: coherence / unfolded conduction 0.6667
Gap/linewidth 0.071: coherence / unfolded conduction 0.9950
Crystal supercell / primitive sum - 1: 0.0e+00
Sites in cube: 1331; modes above 2 w0: 69.9 %
Lowest, median and highest frequency: 0.522, 2.385, 3.768 w0
Median level spacing: 0.00167 w0
Upper part at linewidth 1e-7 w0: 1.05e-04 W/(m K)
Lattice spacing: 0.25 nm; hbar w0: 15.0 meV
Temperature: 378.15 K; w0: 2.279e+13 rad/s
Diffusivity unit a^2 w0: 1.424 mm^2/s
Heat capacity per mode: 0.902 kB
Linewidth 0.75 meV: lower 1.044, upper 0.459, total 1.503 W/(m K)
Linewidth 1.50 meV: lower 0.735, upper 0.443, total 1.178 W/(m K)
Linewidth 3.00 meV: lower 0.494, upper 0.401, total 0.895 W/(m K)
Lifetime at linewidth 1.50 meV: 0.439 ps
Conductivity along x, y, z: 1.130, 1.233, 1.170 W/(m K)
Current density: 5.0 MA/cm2; resistivity: 3.0 uOhm cm
Line height: 100 nm; film: 500 nm; Ea: 0.90 eV
Heat flux into film: 750.0 W/cm2
Dense film: temperature rise 3.18 K, lifetime factor 0.794
Porosity 0.25: conductivity 0.785 W/(m K)
Porous film: temperature rise 4.78 K, lifetime factor 0.709
Sound speed of model: 5378 m/s
Neglected waves longer than box: about 0.025 W/(m K)
Interface conductance assumed: 100 MW/(m2 K)
One interface / film resistance: 2.4 %
Heat capacity of a 130 meV bond mode: 0.306 kB
```
